# Why amorphous silicon is not frozen liquid silicon

**Q.** Amorphous silicon has no lattice, and neither has the liquid. If I stop the atoms of the liquid, I get amorphous silicon. Ion implantation merely reaches the same frozen liquid by knocking the atoms about. What is wrong with that?

**A.** The absence of a lattice is a statement about long distances. It leaves open how many neighbours an atom has, how it bonds to them, and whether electrons find empty levels next to filled ones. The two phases differ on these points.

Part of your picture is right. Both are disordered, and amorphous silicon is metastable. Very fast cooling of molten silicon can even produce it, but the atoms must change their bonding on the way. Stopping them where they stand is something else.

**Q.** Can you stop them where they stand?

**A.** Nearly, in a simulation. I take 64 silicon atoms in a periodic cube at zero mean pressure, with Stillinger-Weber forces. These contain a pair energy and a penalty for bond angles that depart from the tetrahedral angle. The cube is melted and held at 1800 K by molecular dynamics. From three snapshots I then go downhill in energy, moving the atoms and adjusting the cube's volume, until the forces and the pressure vanish. On the way they shift by a few tenths of a bond length, but no thermal motion helps them to rearrange further. This is what I call the frozen liquid.

For the amorphous phase I use a published modification of the same forces, made for amorphous silicon, with a stronger angular penalty. The sample is cooled from 2800 K to 800 K in 36 ps and brought to rest, run at 300 K for 2 ps, and brought to rest again. This is a way to construct a network. It imitates neither an ion's collisions nor the path of the real melt.

Counting neighbours within 0.30 nm in every case gives:

| | Network | Liquid | Frozen liquid |
|---|---:|---:|---:|
| Density (g/cm³) | 2.18 | 2.47 | 2.55 |
| Mean neighbours | 4.03 | 5.34 | 5.02 |
| Fourfold atoms | 94% | 15% | 21% |

The frozen liquid has lost its thermal motion and kept about five neighbours per atom within this radius. Its count depends strongly on the radius, from about four at 0.27 nm to about six at 0.32 nm, because its neighbour shells are not cleanly separated; the network's count stays near four over the same range. It has not become the network.

**Q.** You gave the network forces that favour four neighbours. Naturally it has four.

**A.** That is a real limitation. The fourfold count is not a prediction from the liquid's forces. As a control, I took the finished network and minimized it again with the liquid's own forces. It then has 4.09 neighbours on average, 88% of its atoms are fourfold, and its density is 2.25 g/cm³. The frozen liquid, under those same forces and also at rest, has 5.02 neighbours and a density of 2.55 g/cm³. So both arrangements are local minima of one energy function, and the difference survives when the forces are held fixed.

Energy alone hardly separates them in this model. Relative to the crystal, the network lies 0.26 eV per atom higher and the frozen liquid 0.29 eV per atom higher. The network was cooled very quickly and is strained, so I shall not use these energies for the thermodynamics.

**Q.** Is your network really disordered, and really a solid?

**A.** For the disorder, take the crystal's four (111) diffraction directions and average
$$
I=\frac{1}{N^2}\left|\sum_{i=1}^{N}e^{i\mathbf q\cdot\mathbf r_i}\right|^2 .
$$
For the diamond crystal $I=1/2$. For random phases the cross terms average to zero and $N$ terms of size one remain, so $I=1/N=1/64\approx0.016$. The network gives 0.016, so no trace of the starting lattice is visible in these peaks. That the two numbers agree so closely is chance, because short-range order keeps the network's phases from being truly random. In so small a cell, a few atoms still on lattice sites would not show.

Its short-range order is still strong. The angles between an atom's four nearest neighbours have a standard deviation of 12° in the network and 24° in the liquid. The network is at rest here, and part of the liquid's larger spread is thermal motion.

As for being solid, the mean squared displacement in the network is $1.5\times10^{-4}$ nm² after 2 ps at 300 K. In the liquid it is 0.23 nm² after 6 ps at 1800 K. Times and temperatures differ, so this is no comparison of mobilities. It shows vibration about fixed sites in one case and flow in the other.

**Q.** I thought a semiconductor's gap came from the periodic lattice. Without a lattice, why should the network not be a metal too?

**A.** A gap can come from bonding alone. Give each atom four hybrid orbitals, one pointing to each of four neighbours. Let $\psi_{ij}$ be the amplitude on the hybrid of atom $i$ that points to atom $j$. Two hybrids on the same atom are coupled by $V_1$, and the two hybrids that share a bond by $V_2$. With the energy of a single hybrid as zero,
$$
E\psi_{ij}=V_1\sum_{k\ne j}\psi_{ik}+V_2\psi_{ji}.
$$
Add $V_1\psi_{ij}$ to both sides to complete the sum. With $e=E+V_1$ and $u_i=\sum_k\psi_{ik}$,
$$
e\psi_{ij}=V_1u_i+V_2\psi_{ji}.
$$
The other end of the bond obeys the same equation with $i$ and $j$ exchanged:
$$
e\psi_{ji}=V_1u_j+V_2\psi_{ij}.
$$
Multiply the first equation by $e$ and insert the second:
$$
e^2\psi_{ij}=eV_1u_i+V_2\left(V_1u_j+V_2\psi_{ij}\right),
$$
$$
(e^2-V_2^2)\psi_{ij}=eV_1u_i+V_1V_2u_j .
$$
Now sum over the four neighbours $j$ of atom $i$. The term with $u_i$ appears four times:
$$
(e^2-V_2^2-4V_1e)\,u_i=V_1V_2\sum_{j}u_j .
$$
The right side contains only the table of who is bonded to whom. If $\lambda$ is an eigenvalue of that table, so that $\sum_j u_j=\lambda u_i$, then
$$
e^2-4V_1e-V_2^2-\lambda V_1V_2=0,
$$
$$
e=2V_1\pm\sqrt{4V_1^2+V_2^2+\lambda V_1V_2}.
$$
If every $u_i$ vanishes, the equation for $\psi_{ij}$ leaves $e=\pm V_2$.

**Q.** Where is the gap? You have not told me the network, so you do not know $\lambda$.

**A.** A bound on $\lambda$ is enough. Choose the atom with the largest $|u_i|$. The sum over its four neighbours cannot exceed $4|u_i|$ in size, so $|\lambda|\le4$.

Both couplings are negative here. Write $V_1=-a$ and $V_2=-b$, with $b>2a>0$. The square root $R$ then satisfies
$$
b-2a\le R\le b+2a,
$$
because at $\lambda=\mp4$ its argument is $(b\mp2a)^2$. The branch $e=-2a-R$ lies between $-b-4a$ and $-b$. The branch $e=-2a+R$ lies between $b-4a$ and $b$. The remaining levels are at $-b$ and $b$. Nothing lies between $-b$ and $b-4a$, so
$$
E_{\rm gap}\ge (b-4a)-(-b)=2b-4a=2|V_2|-4|V_1| .
$$

It remains to show that the electrons fill the levels below this gap. With four electrons per atom and two spins, $2N$ levels are filled. At $a=0$ the $2N$ bonds give $2N$ bonding levels at $-b$ and $2N$ antibonding levels at $b$. As $a$ grows, the levels move continuously, and none can cross the gap while $a<b/2$. The count below it stays $2N$.

**Q.** What does this give for silicon?

**A.** I use an $sp^3$ tight-binding model. Its couplings between atoms and their fall with distance are those of Goodwin, Skinner and Pettifor. Its on-site energies, $E_s=-5.25$ eV and $E_p=1.20$ eV, come from a different silicon parameter set, with a smaller $s$-$p$ splitting. A hybrid is $(s+\sqrt3\,p)/2$, with $p$ along its bond. For two hybrids on one atom the $p$ directions have cosine $-1/3$, so
$$
V_1=\frac{E_s+3E_p(-1/3)}4=\frac{E_s-E_p}{4}=-1.61\ \text{eV}.
$$
Along a bond the two $p$ parts point towards each other, which reverses the sign of the $pp$ term and makes the two $sp$ terms add:
$$
V_2=\frac{V_{ss\sigma}-2\sqrt3\,V_{sp\sigma}-3V_{pp\sigma}}4=-4.45\ \text{eV}.
$$
Thus $|V_2|>2|V_1|$, and the bound is 2.4 eV. Its size depends strongly on the splitting. With $E_p-E_s\approx8.3$ eV, the value of the original Goodwin-Skinner-Pettifor model, $V_1=-2.07$ eV; the condition still holds, but the bound is only 0.6 eV.

Diagonalizing the hybrid model for 64 atoms gives 2.4 eV with the diamond bond table. When bond partners are exchanged at random, four bonds per atom being kept, two such tables give 3.8 and 3.7 eV. The diamond value meets the bound because diamond has two sublattices: $u_i$ can have opposite signs on them, which gives $\lambda=-4$. A ring with an odd number of bonds forbids that pattern, so the lowest $\lambda$ of a finite connected table with such a ring lies above $-4$, and the gap of this model widens. A single such ring in a large crystal changes the gap very little, because the pattern can persist almost undisturbed far from it.

Do not read those values as gaps of real amorphous silicon. The model makes every bond equal and drops all other couplings. What it shows is that losing the lattice does not by itself close the gap. The proof uses four bonding partners per atom. It says nothing about an atom with five neighbours and four hybrids, and it does not prove that the liquid is a metal.

**Q.** Then what do the electrons do in your actual structures?

**A.** I diagonalized the full tight-binding model, with one $s$ and three $p$ orbitals per atom, at three wavevectors of the 64-atom cell. Then I counted levels within 0.25 eV of the Fermi level. With both spins, this gives $N(E_F)$ in states per eV per atom:

| Structure | $N(E_F)$ |
|---|---:|
| Crystal | 0 |
| Network | 0.19 |
| Frozen liquid | 0.46 |
| Liquid | 0.54 |

For scale, free electrons have $n\propto E_F^{3/2}$, hence $N(E_F)=\tfrac32\times4/E_F$ for four electrons per atom. At the liquid's density this is 0.46. The liquid thus has about as many levels at the Fermi level as a simple metal.

One must also ask whether those levels are spread out. If $w_i$ is the weight of a level on atom $i$, with $\sum_iw_i=1$, the participation ratio $1/(N\sum_iw_i^2)$ is 1 for equal weights and $1/N$ for a level on one atom. Its mean in the liquid is 0.70. Together the two numbers indicate a metal, although so small a cell cannot exclude weak localization over longer distances.

Heat is not what fills the levels: the frozen liquid is at rest and keeps 0.46. Other snapshots, wavevectors or windows move such values by about 0.05, so the difference from the liquid's 0.54 is not resolved. The network has 0.19 under either set of forces.

**Q.** But 0.19 is not zero. You promised me a semiconductor.

**A.** This particular network has no clean gap. With the levels of all three wavevectors taken together, those on either side of the Fermi level are 0.02 eV apart, no farther than in the frozen liquid, whereas the crystal shows 1.8 eV at the same wavevectors (this model overestimates the gap of real silicon, about 1.1 eV). The value 0.19 comes from only nine levels, counted over all three wavevectors, so it is also coarse.

Four of the 64 atoms are not fourfold, and many angles are strained. I would guess that these cause the levels, but I have not separated the two effects. For this sample and this energy window, the calculation shows a depletion by more than a factor of two relative to the frozen liquid; the factor can change with either. It also depends on the on-site energies: with the 8.3 eV splitting it can fall to about 1.5, and at this range of couplings the crystal's own gap closes. It does not establish a gap for the sample.

Real amorphous silicon is a semiconductor, with an optical gap of very roughly 1.5 eV. Material made by implantation without hydrogen also has many defect levels in the gap, and hydrogen can remove part of them by saturating broken bonds. A 64-atom cell with four misfit atoms has a far higher defect density than good material.

**Q.** Suppose I heat an implanted layer with a laser pulse. If it were a frozen liquid, it would just soften. What happens instead?

**A.** If the pulse is too fast for the layer to crystallize first, it melts with a latent heat, below the melting temperature of the crystal. Compare the free energies per atom of liquid, amorphous solid and crystal, labelled $l$, $a$ and $c$. Assume equal heat capacities, so that differences of enthalpy and entropy do not vary with temperature. The crystal melts at $T_m$ with latent heat $L$, so the entropy difference is $L/T_m$:
$$
G_l-G_c=L-T\frac{L}{T_m},\qquad G_a-G_c=\Delta H-T\Delta S .
$$
Here $\Delta H$ and $\Delta S$ are the amorphous solid's excess enthalpy and entropy over the crystal. At the crossing $T_{al}$ the two are equal:
$$
L-\Delta H=T_{al}\left(\frac{L}{T_m}-\Delta S\right),\qquad
T_{al}=\frac{L-\Delta H}{L/T_m-\Delta S}.
$$
The enthalpy step there is $L-\Delta H$. A liquid that merely falls out of equilibrium at a glass transition has no such step.

With rough silicon values $T_m=1700$ K, $L=0.52$ eV, $\Delta H=0.10$ eV and $\Delta S=0.2k_B$,
$$
T_{al}=\frac{0.42\ \text{eV}}{(3.059-0.172)\times10^{-4}\ \text{eV/K}}\approx1455\ \text{K}.
$$
Of the inputs I varied, the excess enthalpy, which depends on the state of the layer, matters most. With $\Delta H$ between 0.07 and 0.14 eV, $T_{al}$ runs from about 1560 to 1320 K. An unrelaxed, as-implanted layer can lie above this range; $\Delta H=0.17$ eV would give about 1210 K. The excess entropy is equally rough and matters almost as much: $\Delta S$ from 0 to $0.4k_B$ moves $T_{al}$ from about 1370 to 1550 K. A liquid heat capacity differing by $0.5k_B$ from that of the solids moves it by only 3 K, because the correction to $G_l$ is of second order in $T_m-T$. The latent heat changes by about 0.01 eV.

**Q.** Put numbers on a 100 nm layer.

**A.** The network's density of 2.18 g/cm³ means $4.68\times10^{22}$ atoms per cm³, or $4.68\times10^{17}$ per cm² in 100 nm. The latent heat per area is
$$
4.68\times10^{17}\times0.42\ \text{eV}\approx31\ \text{mJ/cm}^2 .
$$
Treating the layer as crystal would replace 0.42 eV by 0.52 eV and give about 39 mJ/cm². Treating it as frozen liquid would give zero. To have the whole layer molten at once, the pulse must supply more than this, since it also heats the layer and the substrate and is partly reflected. A weaker pulse may melt only a thin part. If that part freezes to crystal, it releases about 0.52 eV per atom, which can help to melt the amorphous solid next to it. A thin melt can then travel through the layer, and the pulse need not supply the full latent heat. This is called explosive crystallization.

At fixed lateral size the mass per area is conserved, so the molten thickness is
$$
100\ \text{nm}\times\frac{2.18}{2.47}\approx88\ \text{nm}.
$$
The liquid's density is that at 1800 K. In so short a run it is uncertain by at least the difference between the two halves, 0.018 g/cm³, which is worth about 0.6 nm. Expansion of the network to 300 K, where its density is 2.17 g/cm³, is worth about as much; expansion up to melting is left out.

The model network itself matters more. Real amorphous silicon has a density of roughly 2.3 g/cm³ and the liquid roughly 2.5 g/cm³, so the model network is too light. These rough densities do not fix the contraction: shifting each by 0.05 g/cm³ can move it anywhere between about 4% and 12%. The higher density of the real solid raises the latent heat per area by about 5%. The real liquid has roughly six neighbours, but that count depends on the chosen radius and should not be set directly against my 5.34.

**Q.** So when I implant silicon until it is amorphous, what have I made?

**A.** A disordered solid whose atoms mostly have four neighbours, with defects that depend on the ions, the dose and the annealing. A collision cascade may create a small, brief, melt-like region, but what remains afterwards is judged by its bonding. When that solid turns into the liquid, it takes up latent heat, its atoms gain neighbours and it becomes denser.
